\section*{Low-pressure collisional activation on a uniform energy ladder}

\section*{The model}

A molecule in a hot carrier gas gains and loses internal energy in collisions, and dissociates once it has enough. This problem asks how the rate depends on the size of the energy steps, and applies the answer to silane in nitrogen under conditions like those of silicon vapour deposition.

The molecule has nondegenerate levels $E_i=i\delta$, $i=0,1,2,\dots$. The bath has temperature $T$, and $k$ is Boltzmann's constant. Define
\begin{equation}
x=\frac{\delta}{kT},\qquad r=e^{-x},\qquad f_i=(1-r)r^i ,
\end{equation}
where $f_i$ is the normalized equilibrium population, since $\sum_{i\ge0}r^i=1/(1-r)$. Collisions are independent events of frequency $Z$, so the mean time between them is $1/Z$. A collision moves the molecule one rung up with probability $u_i$ or one rung down with probability $d_i$. Rungs $i\ge N$ lie at or above the dissociation threshold $E_0=N\delta$. In the low-pressure limit a molecule that reaches them dissociates before its next collision.

The standard of comparison is the strong collision, which erases all memory and redraws the rung from $f_i$. The efficiency is the mean lifetime under strong collisions divided by that on the ladder, with the same $Z$ and with both molecules starting on rung 0.

\section*{(a) The collision probabilities}

\textit{Require $u_i+d_i=1$ on every rung above the bottom one, and detailed balance. Find $u_i$ and $d_i$. Can a molecule on the bottom rung also move at every collision?}

\textbf{Solution.} At equilibrium the traffic between neighbouring rungs balances:
\begin{equation}
f_iu_i=f_{i+1}d_{i+1}\quad\Longrightarrow\quad u_i=r\,(1-u_{i+1}),
\end{equation}
or $u_{i+1}=1-u_i/r$. A constant solution $u$ obeys $u(1+1/r)=1$, so
\begin{equation}
u=\frac{r}{1+r},\qquad d=1-u=\frac1{1+r},\qquad \frac du=\frac1r .
\label{ud}
\end{equation}
To see whether other solutions exist, write $u_i=u+\epsilon_i$. The recursion gives $\epsilon_{i+1}=-\epsilon_i/r$. Because $r<1$, any deviation grows without limit up the infinite ladder and eventually makes a probability negative or larger than one. Equation (\ref{ud}) is therefore the only admissible rule.

It also fixes $u_0=r/(1+r)$. A bottom molecule cannot move down, so it stays where it is with probability $1/(1+r)$. If it always moved up, $u_0=1$ would require $u_1=1-1/r<0$. The phrase ``every collision moves one rung'' can thus hold only above the bottom rung.

\section*{(b) Two lifetimes and their ratio}

\textit{Find the mean number of collisions before dissociation for strong collisions and for the ladder. Form the efficiency, and state when it becomes independent of the threshold.}

\textbf{Solution.} A strong collision places the molecule at or above threshold with probability
\begin{equation}
\sum_{i=N}^{\infty}(1-r)r^i=r^N .
\end{equation}
Successive attempts are independent, so the mean number needed is $r^{-N}$.

On the ladder, let $t_i$ be the mean number of collisions needed to go from rung $i$ to rung $i+1$ for the first time. One collision is always spent. With probability $d$ it leads down, after which the molecule must first regain rung $i$ and then climb:
\begin{equation}
t_i=1+d\,(t_{i-1}+t_i)\quad\Longrightarrow\quad t_i=\frac1u+\frac{t_{i-1}}r\qquad(i\ge1),
\end{equation}
where $1-d=u$ and $d/u=1/r$ were used. On the bottom rung $t_0=1+d\,t_0$, so $t_0=1/u$. Iteration gives a geometric sum,
\begin{equation}
t_i=\frac1u\sum_{m=0}^{i}r^{-m}=\frac1u\,\frac{r^{-i}-r}{1-r}.
\end{equation}
The total number of collisions is the sum over the $N$ climbs. With $\sum_{i=0}^{N-1}r^{-i}=r(r^{-N}-1)/(1-r)$ and $1/u=(1+r)/r$,
\begin{align}
M_N=\sum_{i=0}^{N-1}t_i
&=\frac{1+r}{r(1-r)}\left[\frac{r(r^{-N}-1)}{1-r}-Nr\right]\nonumber\\
&=\frac{1+r}{(1-r)^2}\left[r^{-N}-1-N(1-r)\right].
\end{align}
Each lifetime is its number of collisions divided by $Z$, which cancels in the ratio:
\begin{equation}
\beta_N=\frac{r^{-N}}{M_N}=\frac{(1-r)^2}{1+r}\;\frac1{1-r^N[1+N(1-r)]}.
\end{equation}
For a high threshold, $r^N[1+N(1-r)]\ll1$, this becomes
\begin{equation}
\boxed{\;\beta=\frac{(1-r)^2}{1+r}\;}
\label{beta}
\end{equation}
and the dissociation rate is $Z\beta r^N$.

The condition matters. For $N=1$ the bracket gives $1-r(2-r)=(1-r)^2$, hence $\beta_1=1/(1+r)$, which differs from (\ref{beta}) unless $r$ is small. For small steps $N(1-r)\approx E_0/kT$, and the condition reads $e^{-E_0/kT}(1+E_0/kT)\ll1$: it is the threshold energy, not the number of rungs, that must be large.

\section*{(c) Where the loss of efficiency comes from}

\textit{Replace each dissociated molecule by one on the bottom rung. Write the steady populations as $f_ih_i$ with $h_0=1$, find $h_i$, and identify the physical factors in $\beta$.}

\textbf{Solution.} The net upward current between rungs $i$ and $i+1$ is
\begin{equation}
J=Z(uf_ih_i-df_{i+1}h_{i+1})=Zuf_i(h_i-h_{i+1}),
\label{current}
\end{equation}
by detailed balance. It is the same for all $i<N$, and $h_N=0$ because nothing returns from above threshold. Summing $h_m-h_{m+1}=J/(Zuf_m)$ from $m=i$ to $N-1$ gives
\begin{equation}
h_i=\frac{J}{Zu(1-r)}\sum_{m=i}^{N-1}r^{-m}
=\frac{J(1+r)}{Z(1-r)^2}\left(r^{-N}-r^{-i}\right).
\end{equation}
The condition $h_0=1$ fixes $J=Z\beta r^N/(1-r^N)$, and then $h_i=(1-r^{N-i})/(1-r^N)$. For a high threshold,
\begin{equation}
h_i=1-r^{N-i},\qquad J=Z\beta r^N ,
\end{equation}
in agreement with part (b). Now evaluate (\ref{current}) on the last bound rung, where $h_{N-1}=1-r$:
\begin{equation}
J=\underbrace{Zr^N\,\frac{1-r}{1+r}}_{Zuf_{N-1}}\times\underbrace{(1-r)}_{h_{N-1}} .
\end{equation}
The first factor is the one-way crossing rate that an equilibrium population would have. It is below $Zr^N$ because only the top bound rung can cross, and only by upward moves. The second factor is depletion: dissociated molecules do not come back down to refill the rungs below threshold.

The mean energy transferred per collision, above the bottom rung, is
\begin{equation}
\langle\Delta E\rangle=\delta(u-d)=-\delta\,\frac{1-r}{1+r}=-\delta\tanh\frac x2 ,
\end{equation}
so $\beta=(|\langle\Delta E\rangle|/\delta)(1-r)$. The negative sign means that a highly excited molecule loses energy on average.

\section*{(d) Small steps, large steps and temperature}

\textit{Expand $\beta$ for $x\ll1$ and for $x\gg1$. How does it change with temperature at fixed $\delta$?}

\textbf{Solution.} For small $x$,
\begin{equation}
(1-r)^2=x^2-x^3+\dots,\qquad \frac1{1+r}=\frac12\left(1+\frac x2+\dots\right),
\end{equation}
and the product is
\begin{equation}
\beta=\frac{x^2}2-\frac{x^3}4+\dots .
\end{equation}
Since $|\langle\Delta E\rangle|/kT=x\tanh(x/2)=x^2/2+O(x^4)$, the efficiency tends to the mean energy loss measured in $kT$. This is the diffusive regime. At finite $x$ that estimate is too high, because $1-e^{-x}<x$.

For large $x$, $r\to0$ and $\beta=1-3r+\dots$. Above the bottom rung nearly every collision then moves the molecule down, and the few upward moves occur at the rate detailed balance demands. One-rung collisions thus become as effective as strong ones when the rung is much larger than $kT$.

The logarithmic derivative
\begin{equation}
\frac{d\ln\beta}{dr}=-\frac2{1-r}-\frac1{1+r}<0
\label{slope}
\end{equation}
shows that $\beta$ falls as $r$ rises. Heating at fixed $\delta$ raises $r$ and lowers the efficiency, as $T^{-2}$ in the small-step limit.

\section*{(e) Silane in nitrogen}

\textit{Take the rough values $E_0=2.4$ eV, $\delta=0.04$ eV and $T=1000$ K. Find the efficiency and the depletion below threshold.}

\textbf{Solution.} Here $kT=0.0862$ eV, $x=0.464$, $N=60$ and $r=0.6286$. The probabilities are $u=0.386$ and $d=0.614$, and
\begin{equation}
\beta=\frac{(0.3714)^2}{1.6286}=0.2280\times0.3714=0.085 .
\end{equation}
About twelve times as many collisions are needed as with strong collisions. The crossing factor, 0.228, costs more than the depletion factor, 0.371. The finite-threshold term $r^N[1+N(1-r)]$ is $1.9\times10^{-11}$ and can be dropped.

The ratio $h$ of actual to equilibrium population is 0.37 one rung below threshold, 0.60 at two rungs, 0.90 at five and 0.99 at ten. Depletion is thus confined to the upper few tenths of an eV.

The mean transfer is $-0.0091$ eV per collision. The diffusive estimate $|\langle\Delta E\rangle|/kT=0.106$ is 25\% above $\beta$, so the steps are not small enough for it to be accurate. With $\delta$ held fixed, $\beta$ is 0.124 at 800 K and 0.061 at 1200 K.

The result is sensitive to the step. Using $dr/dx=-r$ in (\ref{slope}),
\begin{equation}
\frac{d\ln\beta}{d\ln x}=x\left(\frac{2r}{1-r}+\frac r{1+r}\right)\approx1.75 ,
\end{equation}
so a 10\% error in $\delta$ changes $\beta$ by roughly 18\%.

\section*{(f) Finite pressure}

\textit{Let every rung $i\ge N$ dissociate at a finite rate $\kappa Z$. By what factor does the high-threshold rate change? Estimate it at 1 and 760 Torr.}

\textbf{Solution.} Above threshold the steady balance, divided by $Zf_i$ and simplified with $u/r=d$ and $dr=u$, is
\begin{equation}
d\,h_{i-1}+u\,h_{i+1}=(1+\kappa)h_i .
\end{equation}
The trial form $h_i\propto s^i$ gives
\begin{equation}
us^2-(1+\kappa)s+d=0 .
\end{equation}
The left side is $d>0$ at $s=0$ and $-\kappa<0$ at $s=1$, so one root lies between 0 and 1. The roots have product $d/u=1/r$, so the other is $1/(rs)$. It would make the populations $f_ih_i$ grow as $s^{-i}$ and is rejected. Hence $h_N=sh_{N-1}$.

Up to rung $N$ the current is constant, which gives $h_i=1-ar^{N-i}$ with a constant $a$. Then
\begin{equation}
1-a=s(1-ar)\quad\Longrightarrow\quad a=\frac{1-s}{1-rs}.
\end{equation}
From (\ref{current}),
\begin{equation}
J=Zu(1-r)r^i\,a\,r^{N-i-1}(1-r)=Z\beta r^N a ,
\end{equation}
so $a$ is the required factor. For $\kappa\to\infty$, $s\to0$ and $a\to1$. For $\kappa\to0$, put $s=1-\eta$; to first order $\eta(1-2u)=\kappa$, so $\eta=\kappa(1+r)/(1-r)$ and $a\approx\eta/(1-r)$. This gives $J=\kappa Zr^N$, the dissociation rate times the equilibrium fraction above threshold. The collision frequency cancels in $\kappa Z$: this is the high-pressure limit.

For the estimate, take $Z=(p/kT)\pi b^2\bar v$ with a rough collision diameter $b=0.4$ nm and mean relative speed $\bar v=1191$ m/s. At 1 Torr, $Z=5.8\times10^6$ s$^{-1}$. Transition-state theory with one open channel gives a dissociation rate $1/(h_{\rm P}\rho)$, where $h_{\rm P}$ is Planck's constant and $\rho$ the density of states. The harmonic value of part (g), $\rho=2.4\times10^6$ eV$^{-1}$ at threshold, gives $1.0\times10^8$ s$^{-1}$, which is used here for all rungs above threshold.

At 1 Torr, $\kappa=17$, $s=0.033$ and $a=0.987$: the low-pressure law is 1.3\% too high. At 760 Torr and the same temperature, $\kappa=0.023$, $s=0.919$ and $a=0.19$, so the law overestimates the ladder's rate about fivefold. More channels open above threshold, which would raise $\kappa$ there and reduce the correction at 760 Torr; the growth of $\rho$ lowers $\kappa$, but for typical transition-state modes this effect is the weaker one. The fivefold figure belongs to the constant rate and the uniform ladder assumed here; with rungs weighted by the density of states of part (g) and the same constant rate, $a$ is about 0.26. The correction at 1 Torr would hardly change, because nearly every molecule that crosses then dissociates on the first rung it reaches.

\section*{(g) A growing density of states}

\textit{In a real molecule the density of states $\rho(E)$ rises with energy. Adapt $\beta$ to this case, and compare the absolute rate with that of the bare ladder.}

\textbf{Solution.} Over the few rungs where $h$ differs from one, take the equilibrium populations as geometric, $f_i=f_Nq^{i-N}$, with
\begin{equation}
q=r\,\frac{\rho(E_0+\delta/2)}{\rho(E_0-\delta/2)} .
\end{equation}
The arguments of (a) and (c) use only population ratios, so locally $u=q/(1+q)$ and $h_{N-1}=1-q$. Therefore
\begin{equation}
J=Z\,\frac q{1+q}\,\frac{f_N}q\,(1-q)=Zf_N\,\frac{1-q}{1+q}.
\end{equation}
The strong-collision rate is $Z\sum_{i\ge N}f_i=Zf_N/(1-q)$, and the ratio is
\begin{equation}
\beta_q\approx\frac{(1-q)^2}{1+q}.
\end{equation}
A rising $\rho$ makes $q>r$ and lowers the efficiency.

For silane, take nine harmonic modes with rough wavenumbers 2200 (four), 970 (two) and 910 cm$^{-1}$ (three). A smooth $\rho(E)$ follows from steepest-descent inversion of their partition function. It gives $q=0.695$ and $\beta_q=0.055$. A numerical steady-state solution, with rungs weighted by this $\rho(E)$ from 1.2 eV below threshold to about 2 eV above, also gives 0.055. The uniform ladder's 0.085 is thus lowered by 36\%.

The absolute rate changes far more. On the bare ladder the fraction above threshold is $r^N=8.0\times10^{-13}$, and $Z\beta r^N=3.9\times10^{-7}$ s$^{-1}$ at 1 Torr. Direct counting of the harmonic states gives a fraction $3.9\times10^{-8}$, larger by a factor of $4.8\times10^4$. With the corrected efficiency,
\begin{equation}
(5.78\times10^6\ \mathrm{s^{-1}})(0.0546)(3.89\times10^{-8})=1.2\times10^{-2}\ \mathrm{s^{-1}} .
\end{equation}
This product joins a ladder efficiency to a fraction counted from a sharp threshold. Summing $\rho$ over the rungs $E_0, E_0+\delta,\dots$ instead gives a fraction $4.6\times10^{-8}$ and a rate about 19\% higher, so the placement of the threshold within a rung leaves the figure uncertain by about that much. At 1000 K the bare ladder thus overestimates the efficiency by about 55\%, since only the growth of $\rho$ near threshold enters there, but it underestimates the rate by a factor of about $3\times10^4$.

\section*{(h) A spread of step sizes}

\textit{Let energy be continuous with constant density of states, and let downward steps $w$ have probability density $Ce^{-w/\alpha}$. Find the efficiency for a high threshold, and compare it with the ladder of equal mean downward step.}

\textbf{Solution.} Detailed balance multiplies upward steps by $e^{-w/kT}$, giving $Ce^{-w/\gamma}$ with $1/\gamma=1/\alpha+1/kT$. Normalization gives $C=1/(\alpha+\gamma)$. Let $y=E_0-E$. In steady state the population $f(E)h(E)$ equals the sum of $f(E')h(E')P(E'\to E)$ over all $E'$, where $P$ is the collision probability density. Detailed balance replaces $f(E')P(E'\to E)$ by $f(E)P(E\to E')$, so $h(E)$ equals its average over the outcomes of one collision. Without a threshold, both $h=1$ and $h=e^{E/kT}$ satisfy this; for the second, the upward and downward integrals are $C\alpha$ and $C\gamma$, whose sum is 1. Try $h=1-Be^{-y/kT}$ below threshold and $h=0$ above. The trial form's contribution from above threshold must then vanish:
\begin{equation}
\int_y^\infty e^{-w/\gamma}\left[1-Be^{(w-y)/kT}\right]dw
=e^{-y/\gamma}(\gamma-B\alpha)=0 ,
\end{equation}
so $B=\gamma/\alpha$ for every $y$. A molecule at depth $y$ crosses with probability $C\gamma e^{-y/\gamma}$. With equilibrium density $f_0e^{y/kT}$,
\begin{align}
J&=Zf_0C\gamma\int_0^\infty\left(e^{-y/\alpha}-Be^{-y/\gamma}\right)dy\nonumber\\
&=Zf_0\,\frac{\gamma}{\alpha+\gamma}\,\frac{\alpha^2-\gamma^2}{\alpha}
=Zf_0\,\frac{\gamma(\alpha-\gamma)}{\alpha}.
\end{align}
The strong-collision rate is $Zf_0kT$. Inserting $\gamma=\alpha kT/(\alpha+kT)$ and $\alpha-\gamma=\alpha^2/(\alpha+kT)$,
\begin{equation}
\beta_{\exp}=\left(\frac{\alpha}{\alpha+kT}\right)^2 .
\end{equation}
For $\alpha=0.04$ eV at 1000 K this is 0.1005, about 19\% above the ladder. For $\alpha\ll kT$ it tends to $(\alpha/kT)^2$, twice the ladder's $x^2/2$: an exponential distribution has mean square step $2\alpha^2$ against $\delta^2$ for equal steps.

\textbf{The model and a real reactor.} The threshold, temperature and pressure are of the order met in thermal silane chemistry; the step is a rough figure for a light collider. Three changes to the model were sized at 1 Torr, each made alone. The growing density of states lowers the efficiency by 36\%, and the spread of step sizes raises it by about 19\%. The finite dissociation rate above threshold lowers the ladder's own rate by 1.3\%. It slows strong collisions more, by the factor $\kappa/(1+\kappa)=0.95$, so the ratio of the two rates rises by about 4\%. The changes do not simply multiply: with the density of states growing as in (g), the spread of step sizes raises the efficiency by about 30\%, from 0.055 to 0.071. Rotation, anharmonicity and reaction-path multiplicity are left out, as is decomposition on hot surfaces, so the rate in (g) is an estimate for the gas phase, not a prediction of film growth.

Numerical values quoted here were computed with a short program.
